# Conical intersections in a magnetic field and the gap of H3

Three hydrogen nuclei are held fixed at the corners of a triangle in the $xy$ plane. With equal sides of length $R$, in the range computed below (1.6 to 4 bohr), the lowest doublet electronic level without a field is the degenerate pair $^2E'$, and distorting the triangle splits it. The problem asks what a uniform magnetic field $\mathbf B$ does to this intersection, and to intersections in general.

Atomic units are used, with $B\ge 0$ the field strength. The electron charge is $-1$, so the kinetic energy is $(\mathbf p+\mathbf A)^2/2$ with $\mathbf A=\mathbf B\times\mathbf r/2$. Since $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ and $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$, expanding the square gives

$$H(\mathbf B)=H(0)+\tfrac12\mathbf B\cdot\mathbf L+\tfrac18\sum_i\left[B^2r_i^2-(\mathbf B\cdot\mathbf r_i)^2\right].$$

Here $\mathbf L$ is the total orbital angular momentum about the centroid of the nuclei, which is the gauge origin. Spin-orbit coupling is neglected. The two states have the same spin projection $M_S$, so the spin Zeeman energy shifts them equally and is omitted.

## (a) How many conditions make two levels meet?

**Question.** The codimension of an intersection is the number of independent conditions that the nuclear coordinates $X$ must satisfy for two levels to coincide. Find it for a real Hamiltonian and for a general Hermitian one.

**Solution.** Suppose two levels meet at $X_0$ and are separated from all others. The projector $P(X)$ onto the pair is then smooth near $X_0$, even though the individual eigenstates need not be. Take two orthonormal states $|u_1\rangle,|u_2\rangle$ spanning the pair at $X_0$. Near $X_0$ the vectors $P(X)|u_j\rangle$ remain independent, with overlap matrix $S_{ij}=\langle u_i|P|u_j\rangle$. Orthonormalizing them with $S^{-1/2}$ gives a smooth matrix

$$h=S^{-1/2}\,M\,S^{-1/2},\qquad M_{ij}=\langle u_i|PHP|u_j\rangle,$$

whose eigenvalues are the two levels. Any Hermitian $2\times2$ matrix can be written with real coefficients as

$$h=d_0+d_x\sigma_x+d_y\sigma_y+d_z\sigma_z .$$

The Pauli matrices anticommute and square to one, so $(h-d_0)^2=d_x^2+d_y^2+d_z^2=|\mathbf d|^2$. The traceless matrix $h-d_0$ therefore has eigenvalues $\pm|\mathbf d|$, and

$$\Delta=2|\mathbf d|.$$

The levels meet if and only if $\mathbf d=0$. In general these are three real equations. If their gradients at $X_0$ are linearly independent, the implicit function theorem says that the solutions form a smooth surface with three dimensions fewer than the coordinate space. The codimension is three.

Now suppose that an antiunitary operator $\Theta$ with $\Theta^2=1$ commutes with $H$ throughout the coordinate space considered. The reference states can be chosen invariant under it. For any $\psi$ in the pair, $\psi+\Theta\psi$ is invariant; if it vanishes, then $i\psi$ is invariant instead. Call the normalized result $u_1$. If $v$ is orthogonal to $u_1$, then

$$\langle u_1|\Theta v\rangle=\langle\Theta u_1|\Theta v\rangle=\langle u_1|v\rangle^*=0,$$

so $\Theta$ maps the remaining direction to itself, and the same construction gives $u_2$. Because $\Theta$ commutes with $PHP$,

$$M_{12}=\langle\Theta u_1|\Theta PHP u_2\rangle^*=M_{12}^*.$$

The matrix $S$ is real for the same reason, hence so is $h$. Since $h_{12}=d_x-id_y$, this means $d_y=0$ throughout. Two equations remain, and if their gradients are independent the codimension is two.

Without a field, complex conjugation $K$ of the spatial wavefunction is such an operator. Physical time reversal squares to $-1$ for three electrons, but it also flips the spin. At fixed $M_S$ and without spin-dependent forces, $K$ alone is a symmetry, and $K^2=1$. It reverses $\mathbf p$ and $\mathbf L$, so

$$KH(\mathbf B)K=H(-\mathbf B).$$

A field removes this symmetry and admits $d_y$. It raises the codimension from two to three if no other antiunitary symmetry with square $+1$ takes the place of $K$ and the three gradients are independent.

The count can be checked statistically. If the components of $\mathbf d$ have a smooth probability density that is nonzero at the origin, the probability of a gap below $\varepsilon$ is proportional to the volume of a small ball, $\varepsilon^2$ or $\varepsilon^3$. Random $3\times3$ matrices gave exponents 1.95 for real and 2.82 for complex entries. These are estimates from a finite sample and finite gaps, so they approach the integers without equalling them.

## (b) Which symmetries survive for a triangle?

**Question.** For which field directions does a triangular molecule keep an antiunitary symmetry of the required kind?

**Solution.** Combine $K$ with a spatial operation that returns the nuclei to their places. Angular momentum is an axial vector: a reflection preserves its component along the normal of the mirror and reverses the other two.

Every triangle is unchanged by the reflection $\sigma_h$ in its own plane. Under the two operations together,

$$(L_x,L_y,L_z)\xrightarrow{\ \sigma_h\ }(-L_x,-L_y,L_z)\xrightarrow{\ K\ }(L_x,L_y,-L_z).$$

Thus $\sigma_hK$ preserves $\mathbf B\cdot\mathbf L$ when $B_z=0$. It also preserves the diamagnetic term, which then has no cross term between $z$ and the in-plane coordinates. On spatial functions $\sigma_h$ is real and $\sigma_h^2=1$, so $(\sigma_hK)^2=1$. For an in-plane field the codimension in the space of triangle shapes therefore remains two.

A perpendicular field is not reversed by $\sigma_h$, so $\sigma_hK$ fails. An isosceles triangle has a vertical mirror $\sigma_v$. If its normal is $x$, then $\sigma_vK$ changes $(L_x,L_y,L_z)$ into $(-L_x,L_y,L_z)$ and so preserves a field along $z$. A triangle with three different sides has no such mirror. Its spatial operations are the identity and $\sigma_h$, and neither can be combined with $K$ when $B_z\ne0$. Over the full space of shapes the perpendicular field thus admits the third component of $\mathbf d$.

## (c) What happens at the equilateral shape?

**Question.** Apply a perpendicular field to the equilateral triangle. Find the splitting of the $E'$ pair to first order in $B$, and the order of the first correction.

**Solution.** Let $C$ rotate the electrons by $\alpha=2\pi/3$ about the $z$ axis. The pair can be labelled by

$$C|\pm\rangle=e^{\mp i\alpha}|\pm\rangle,\qquad K|+\rangle=|-\rangle .$$

The second relation fixes a relative phase. It is consistent because $K$ commutes with $C$ and conjugates its eigenvalue. The operator $L_z$ commutes with $C$, so it has no matrix element between states of different label. Define $\lambda=\langle+|L_z|+\rangle$. Using $L_zK=-KL_z$,

$$\langle-|L_z|-\rangle=\langle K{+}|L_zK{+}\rangle=-\langle K{+}|KL_z{+}\rangle=-\langle+|L_z|+\rangle^*=-\lambda .$$

The term $BL_z/2$ shifts the two levels by $\pm\lambda B/2$. The diamagnetic operator $B^2\sum_i(x_i^2+y_i^2)/8$ is real and commutes with $C$. It is therefore diagonal, with equal values in $|+\rangle$ and $|-\rangle$, and its first-order effect is a common shift.

To find the next order, follow each level by its label as the field grows. Since $K$ exchanges the labels and reverses the field,

$$E_-(B)=E_+(-B).$$

The difference $E_+(B)-E_-(B)$ is odd in $B$, so its perturbation expansion has no quadratic term. For $\lambda\neq0$,

$$\Delta=|\lambda|B+O(B^3).$$

In atomic units the Bohr magneton is $\mu_B=1/2$, so in ordinary units $\Delta\approx2\mu_B|\lambda|B$, with $\lambda$ in units of $\hbar$. The two states carry opposite circulating currents, and the gap is the difference of their magnetic energies.

This is a gap between states of equal $M_S$. Taking the electron $g$ factor as 2, levels of opposite spin are displaced by $B$ relative to each other. They can still cross where $\Delta=B$, a single condition, because $M_S$ is conserved in this Hamiltonian.

## (d) How does the gap vary with shape?

**Question.** Distort the triangle slightly in the perpendicular field. Find the gap to leading order in the distortion and the field.

**Solution.** Write positions in the plane as complex numbers $x+iy$. With $\varphi_n=n\alpha$, $n=0,1,2$, the distorted triangle is

$$z_n=\frac{R\,e^{i\varphi_n}+c\,e^{-i\varphi_n}}{\sqrt3},\qquad c=q_x+iq_y .$$

The displacements sum to zero, and their squared lengths sum to $|c|^2=|\mathbf q|^2$. Rotating the distorted triangle by $\alpha$ gives the displacement

$$e^{i\alpha}c\,e^{-i\varphi_n}=e^{2i\alpha}c\,e^{-i\varphi_{n+1}}=e^{-i\alpha}c\,e^{-i\varphi_{n+1}},$$

where the last step uses $e^{3i\alpha}=1$. The nuclei are identical, so this is the same kind of distortion with $c$ replaced by $e^{-i\alpha}c$.

To first order the distortion adds $W=cV+c^*V^\dagger$ to the Hamiltonian. The transformation just found requires $CVC^{-1}=e^{-i\alpha}V$. For labels $m,m'=\pm1$,

$$\langle m'|V|m\rangle=\langle m'|C^{-1}(CVC^{-1})C|m\rangle=e^{i\alpha(m'-m-1)}\langle m'|V|m\rangle .$$

The element can be nonzero only if $m'-m-1$ is a multiple of three. The diagonal elements give $-1$ and $\langle+|V|-\rangle$ gives $1$, so all of these vanish. The element $\kappa=\langle-|V|+\rangle$ gives $-3$ and is allowed. In the order $|+\rangle,|-\rangle$, and apart from a common energy,

$$h=\begin{pmatrix}\lambda B/2&\kappa^*c^*\\ \kappa c&-\lambda B/2\end{pmatrix}.$$

With $k=|\kappa|$, the eigenvalues are $\pm\sqrt{k^2|\mathbf q|^2+\lambda^2B^2/4}$, so

$$\Delta^2=(2k|\mathbf q|)^2+(\lambda B)^2$$

to leading order.

The connection with part (a) appears in the real basis $|x\rangle=(|+\rangle+|-\rangle)/\sqrt2$, $|y\rangle=(|+\rangle-|-\rangle)/(i\sqrt2)$. Inverting these relations gives $|\pm\rangle=(|x\rangle\pm i|y\rangle)/\sqrt2$, and hence

$$|+\rangle\langle+|-|-\rangle\langle-|=-i|x\rangle\langle y|+i|y\rangle\langle x|=\sigma_y .$$

The field supplies $d_y=\lambda B/2$, and the distortion supplies $d_x$ and $d_z$. No small distortion can cancel the field term at this order.

At $B=0$ the gap is $2k|\mathbf q|$, the double cone. With a field the tip is rounded over distortions of size $|\mathbf q|\sim|\lambda|B/(2k)$. For $2k|\mathbf q|\gg|\lambda|B$, expanding the root gives

$$\Delta\approx2k|\mathbf q|+\frac{\lambda^2B^2}{4k|\mathbf q|},$$

so far from the tip, but still within the linear region of the cone, the effect is quadratic in the field.

## (e) What if the field is tilted?

**Question.** Let the field make an angle $\theta$ with the molecular normal. Find the smallest gap over nearby shapes at fixed $R$, and reconcile the surviving in-plane intersection with codimension three.

**Solution.** Both $E'$ states are even under $\sigma_h$, while $L_x$ and $L_y$ are odd. These operators have no matrix elements within the pair, so to first order only $B_z=B\cos\theta$ acts:

$$d_y\approx\tfrac12\lambda B\cos\theta .$$

The in-plane field breaks the threefold symmetry at second order and adds a vector $\mathbf w$ of order $B^2$ to $(d_x,d_z)$. The distortion contributes a vector of length $k|\mathbf q|$ whose direction can be chosen freely. It cancels $\mathbf w$ at $|\mathbf q|=|\mathbf w|/k$. What remains is $d_y$, so

$$\Delta_{\min}\approx|\lambda B\cos\theta| .$$

At $\theta=90^\circ$, $\sigma_hK$ makes $d_y$ vanish at every nearby shape. The equilateral triangle has a gap $2|\mathbf w|$, but the intersection has merely moved to a neighbouring shape.

For a field fixed in the laboratory, the orientation of the molecule is also a nuclear coordinate. Near $\theta=90^\circ$, two independent gradients come from $\mathbf q$. The third is

$$\frac{\partial d_y}{\partial\theta}\approx-\tfrac12\lambda B\sin\theta,$$

which is nonzero there if $\lambda\ne0$, while $d_y$ does not change with shape at $\theta=90^\circ$. The three gradients are independent: two conditions fix the shape and one fixes the orientation.

The dimensions agree. After removal of overall translation, three nuclei have six coordinates. Without a field the intersections fill four dimensions, namely $R$ and three orientation angles. With the field they fill three, because one angle is constrained.

There is another possible solution. In a weak perpendicular field the equilateral levels would meet close to a side length where $\lambda(R)$ changes sign, a condition on the third shape coordinate. The cubic term of part (c) displaces the meeting point slightly from the zero of $\lambda$. Whether such a point exists depends on the molecule and needs a calculation.

## (f) How large is the gap in H3?

**Question.** Evaluate the gap at the lowest point of the equilateral seam for fields of 1 T and 1000 T, and judge the leading-order formulas.

**Solution.** The electronic states were computed by full configuration interaction, which treats the correlation of the three electrons completely within a chosen orbital basis. In the cc-pVDZ basis the seam has its lowest energy at $R=2.045$ bohr. At this geometry $\lambda$ is 0.796 in cc-pVDZ, 0.875 in aug-cc-pVDZ and 0.838 in cc-pVTZ.

With the cc-pVTZ value and the atomic unit of field, $2.3505\times10^5$ T, a field of 1000 T is $4.254\times10^{-3}$ atomic units. The gap is

$$\Delta=0.8385\times4.254\times10^{-3}=3.57\times10^{-3}\ \text{hartree},$$

which is **97 meV, or about 780 cm$^{-1}$**. At 1 T it is 97 µeV, or 0.78 cm$^{-1}$. The other two bases lie about 5% below and 4% above this value. That spread is an indication of the basis error, not a bound on it. The highest value comes from the only one of the three bases with diffuse functions. Adding them to cc-pVDZ raises $\lambda$ by 10%; their effect on the cc-pVTZ value was not computed. All three values also refer to the cc-pVDZ geometry. Near it $\lambda$ falls by about 0.3 per bohr in cc-pVDZ, so a shift of the lowest point changes the gap too. In cc-pVTZ the lowest point lies near $R=2.00$ bohr, where $\lambda\approx0.85$ and the gap at 1000 T is about 98.5 meV, some 1.5% above the value quoted.

The remaining numbers are for cc-pVDZ unless another basis is named. Between $B=0.01$ and $0.08$ atomic units, $\Delta/B$ falls from 0.7955 to 0.7914. For a cubic correction to $\Delta$, successive differences of $\Delta/B$ at fields 0.02, 0.04 and 0.08 should grow by $(0.08^2-0.04^2)/(0.04^2-0.02^2)=4$; the computed ratio is 4.1. In this basis the linear law is thus accurate to better than one per cent throughout this range, which lies above 1000 T. Diffuse functions enlarge the correction: in aug-cc-pVDZ, $\Delta/B$ at $B=0.08$ lies 1.5% below $\lambda$.

The cone slope is $k=0.1431$ hartree/bohr; at the same $R$ it is 0.131 in aug-cc-pVDZ and 0.138 in cc-pVTZ, so only the first digits are settled. For $|\mathbf q|=0.02$ bohr and $B=0.01$, part (d) gives

$$\Delta=\sqrt{(0.00572)^2+(0.00796)^2}=0.00980\ \text{hartree}.$$

The full calculation also gives 0.00980 hartree, as the root mean square of the gaps at $\mathbf q$ and $-\mathbf q$; this average removes the leading asymmetry of the cone. At 1000 T the two contributions are equal at

$$|\mathbf q|=\frac{0.796\times4.254\times10^{-3}}{2\times0.1431}=0.0118\ \text{bohr}.$$

The same estimate gives 0.0142 bohr in aug-cc-pVDZ and 0.0129 bohr in cc-pVTZ. The field therefore changes the surfaces strongly only in a small region around the former intersection.

For a tilted field of 0.02 atomic units, the smallest gap is $1.591\times10^{-2}$ hartree at $\theta=0$ and $7.95\times10^{-3}$ hartree at $60^\circ$, the expected factor of one half. At $90^\circ$ the equilateral shape has a gap of $6.49\times10^{-5}$ hartree. Part (e) then predicts that the intersection moves by

$$|\mathbf q|=\frac{|\mathbf w|}{k}=\frac{6.49\times10^{-5}}{2\times0.1431}=2.27\times10^{-4}\ \text{bohr},$$

and the search over shapes in the same basis finds this shift. The size itself is not converged. The equilateral gap is $3.5\times10^{-4}$ hartree in aug-cc-pVDZ and $4.8\times10^{-5}$ hartree in cc-pVTZ, which correspond to shifts of about $1.3\times10^{-3}$ and $1.7\times10^{-4}$ bohr, and in cc-pVDZ it rises to about $9\times10^{-5}$ hartree when the gauge origin is moved by 1 bohr. These numbers test the relation $|\mathbf q|=|\mathbf w|/k$; they do not fix the shift for H3. The gap left there is $6\times10^{-8}$ hartree, about a thousandth of the unshifted one. That it can be closed completely follows from the symmetry argument, not from this small number.

Along the seam, $\lambda$ falls from 0.90 at $R=1.6$ bohr to 0.63 at 2.5 bohr and 0.10 at 4.0 bohr. The decrease has a simple limit. For separated atoms the pair is built from determinants with one 1s electron on each atom, differing only in which atom carries the down spin. Each determinant is real, so its own expectation value of $L_z$ vanishes. Two different ones differ in two spin orbitals, so $L_z$ connects them only through integrals between orbitals on different atoms, which decay exponentially with $R$. Hence $\lambda$ tends to zero. All five sampled values are positive. They show no sign change that would signal an intersection in a perpendicular field, although they cannot exclude a pair of zeros between samples or a zero at larger $R$.

Two limitations concern the meaning of the gap. First, the orbitals do not depend on the field, so a finite basis leaves some dependence on the gauge origin. Moving the origin within the plane adds in-plane components of $\mathbf p$ to $L_z$. These change the threefold label, so they have no diagonal elements and leave $\lambda$ unaffected. They do not connect $|+\rangle$ to $|-\rangle$ directly either: $\mathbf p$ is reversed by $K$, so in the real basis $|x\rangle,|y\rangle$ it is proportional to $\sigma_y$, which is diagonal in $|\pm\rangle$. The shift first acts at order $B^2$, where the diamagnetic term acquires a part linear in the in-plane position that does couple $|+\rangle$ to $|-\rangle$. In a complete basis the energies are unchanged by the shift, but in a finite basis the cancellation against the second-order effects of $\mathbf p$ is incomplete. Placing the origin at the centroid preserves the threefold symmetry and avoids this coupling.

Second, the gap belongs to clamped nuclei. Moving nuclei sample distorted shapes, where the field changes the gap less, and their motion can mix the two electronic states. An observable spectrum would require a calculation of the nuclear motion on both coupled surfaces. The numerical output below lists the cc-pVDZ values and the three values of $\lambda$ at $R=2.045$ bohr.

## Values computed for the example and the checks

```
near-degeneracy exponent, real matrices: 1.95
near-degeneracy exponent, complex matrices: 2.82
lowest seam point, cc-pVDZ: R = 2.045 bohr
energy there, cc-pVDZ: -1.557569 hartree
lambda from pyscf transition density, cc-pVDZ: 0.79556
signed lambda at this R, cc-pvdz: 0.79556
signed lambda at this R, aug-cc-pvdz: 0.87504
signed lambda at this R, cc-pvtz: 0.83847
seam scan, cc-pVDZ: R = 1.6 bohr, lambda = 0.90225
seam scan, cc-pVDZ: R = 2.0 bohr, lambda = 0.80890
seam scan, cc-pVDZ: R = 2.5 bohr, lambda = 0.63105
seam scan, cc-pVDZ: R = 3.0 bohr, lambda = 0.41405
seam scan, cc-pVDZ: R = 4.0 bohr, lambda = 0.10295
atomic unit of magnetic field: 2.350518e+05 T
perpendicular B = 0.01 a.u.: gap = 0.00795501 hartree, gap/B = 0.795501
perpendicular B = 0.02 a.u.: gap = 0.01590626 hartree, gap/B = 0.795313
perpendicular B = 0.04 a.u.: gap = 0.03178221 hartree, gap/B = 0.794555
perpendicular B = 0.08 a.u.: gap = 0.06331511 hartree, gap/B = 0.791439
growth ratio of gap/B differences (4 for cubic term): 4.115
cone slope k along two directions: 0.143073, 0.143073 hartree/bohr
gap at |q| = 0.02 bohr, B = 0.01 a.u.: full CI 0.0097997, hyperbola 0.0098002 hartree
tilt test: |B| = 0.02 a.u., in-plane azimuth 20 degrees
theta = 0 deg: smallest gap 1.591e-02, predicted 1.591e-02 hartree, shift 2.14e-07 bohr
theta = 60 deg: smallest gap 7.954e-03, predicted 7.956e-03 hartree, shift 1.70e-04 bohr
theta = 90 deg: smallest gap 6.087e-08, predicted 9.743e-19 hartree, shift 2.27e-04 bohr
in-plane field, equilateral shape: gap 6.491e-05 hartree
gap at 1 T, cc-pVTZ: 97.068 microeV = 0.7829 cm^-1
gap at 1000 T, cc-pVTZ: 97.068 meV = 782.9 cm^-1
|q| where cone gap equals field gap at 1000 T, cc-pVDZ: 1.183e-02 bohr
```
